# Adjoint gradient of the squared image error for all mask pixels

## 1. Definitions and conventions

The mask is periodic with period $L$ in both directions and is divided into $N\times N$ square pixels of side $a=L/N$. Pixel $q=(q_x,q_y)$ has uniform transmission $m_q$, which is real unless stated otherwise and may be negative. Lengths are at wafer scale. The image is sampled at the pixel centres, labelled by integer pairs $x$. Index differences are taken modulo $N$.

The discrete Fourier transform and its inverse are

$$
\hat m_n=\sum_q m_q e^{-2\pi i n\cdot q/N},\qquad
m_q=\frac1{N^2}\sum_n \hat m_n e^{2\pi i n\cdot q/N},
$$

written FFT and FFT$^{-1}$. The integer pair $n$ labels a mask harmonic of spatial frequency $n/L$. Periodic convolution with a kernel $h$ is

$$
(h\circledast m)(x)=\sum_q h(x-q)\,m_q=\mathrm{FFT}^{-1}[H\,\hat m](x),\qquad H=\mathrm{FFT}[h].
$$

Given coherent kernels $h_k$ and weights $w_k\ge 0$, $k=1,\dots,K$, the fields, image, residual and error are

$$
E_k=h_k\circledast m,\quad I=\sum_k w_k|E_k|^2,\quad r=I-T,\quad F=\sum_x r(x)^2 .
$$

The target $T$ is real and does not depend on the mask. Intensity is measured relative to a fully open mask, so $F$ is dimensionless. It is a plain sum over samples; if the mean is preferred, $F$ and its gradient are both divided by $N^2$.

For a real mask, the result to be derived is

$$
g_q\equiv\frac{\partial F}{\partial m_q}
=4\,\mathrm{Re}\sum_k w_k\sum_x h_k^*(x-q)\,r(x)E_k(x), \tag{1}
$$

$$
g=4\,\mathrm{Re}\;\mathrm{FFT}^{-1}\Big[\sum_k w_kH_k^*\,\mathrm{FFT}[rE_k]\Big]. \tag{2}
$$

The imaging model is scalar, with a thin mask and a fixed source and pupil. Obliquity factors, polarization, mask topography and resist response are left out.

## 2. Where the coherent kernels come from

**Mask spectrum.** The Fourier coefficient of the piecewise constant mask is an integral over the period. Each pixel contributes its transmission, a phase for its centre, and in each direction the factor

$$
\frac1a\int_{-a/2}^{a/2}e^{-2\pi i n_xu/L}\,du=\frac{\sin(\pi n_x/N)}{\pi n_x/N}\equiv\mathrm{sinc}(n_x/N).
$$

The coefficient is therefore $B_nM_n$, with $B_n=\mathrm{sinc}(n_x/N)\,\mathrm{sinc}(n_y/N)$ and $M_n=\hat m_n/N^2$.

**Source sum.** Let a source point have pupil coordinate $s$, in units of the numerical aperture NA, and weight $J_s$, with $\sum_sJ_s=1$. Oblique illumination shifts the mask spectrum across the pupil $P$. Apart from a phase factor that drops out of the intensity, the field is

$$
E_s(x)=\sum_n P\!\left(\frac{\lambda n}{\mathrm{NA}\,L}+s\right)B_nM_n\,e^{2\pi i n\cdot x/N}. \tag{3}
$$

Different source points are mutually incoherent, so $I=\sum_sJ_s|E_s|^2$. This already has the required form, with one coherent kernel per source point. For an open mask the term $n=0$ alone survives, and $I=\sum_sJ_s|P(s)|^2=1$ when all source points lie inside a pupil of unit modulus.

**Fewer kernels.** Define the matrix and vector

$$
A_{sn}=\sqrt{J_s}\,P\!\left(\frac{\lambda n}{\mathrm{NA}\,L}+s\right)B_n,\qquad
v_n(x)=M_ne^{2\pi i n\cdot x/N}.
$$

Then $I(x)=\|Av(x)\|^2$. Insert the singular value decomposition $A=U\Sigma V^\dagger$. The columns of $U$ are orthonormal, so $U$ leaves the norm unchanged:

$$
I(x)=\|\Sigma V^\dagger v(x)\|^2=\sum_k\sigma_k^2\Big|\sum_n(V^\dagger)_{kn}v_n(x)\Big|^2 .
$$

Hence $w_k=\sigma_k^2$ and $H_k(n)=(V^\dagger)_{kn}$. The factor $1/N^2$ in $M_n$ is the one in FFT$^{-1}$, so $E_k=\mathrm{FFT}^{-1}[H_k\hat m]$ with no further constant. In an FFT array a negative $n$ is stored at $n$ modulo $N$, and all transmitted harmonics must satisfy $|n_x|,|n_y|<N/2$.

With $P_s(n)=P(\lambda n/(\mathrm{NA}\,L)+s)$, the matrix $A^\dagger A$ has the elements $(A^\dagger A)_{n'n}=B_nB_{n'}\sum_sJ_sP_s(n)P_s^*(n')$. The sum over $s$ is the transmission cross coefficient of Hopkins imaging for the harmonics $n$ and $n'$; the matrix contains it multiplied by the two pixel factors. The $w_k$ are the eigenvalues of $A^\dagger A$. Ordered by decreasing $w_k$, the kernels can be truncated after $K$ terms. Formula (1) then gives the exact gradient of the truncated model, which differs from that of the full model.

## 3. Derivation of the gradient

Change the mask by $\delta m$. Since the fields are linear in the mask, $E_k$ becomes $E_k+D_k$ with $D_k=h_k\circledast\delta m$. Expanding the squared modulus gives

$$
I(m+\delta m)=I+2\sum_kw_k\,\mathrm{Re}(E_k^*D_k)+\sum_kw_k|D_k|^2. \tag{4}
$$

The last term is of second order. Because $T$ is fixed, $\delta r=\delta I$, and to first order

$$
\delta F=2\sum_xr\,\delta I
=4\,\mathrm{Re}\sum_x\sum_kw_k\,r(x)E_k^*(x)D_k(x).
$$

One factor 2 comes from squaring the residual and the other from squaring the field. Now write out $D_k$ and exchange the sums:

$$
\delta F=4\,\mathrm{Re}\sum_q\Big[\sum_kw_k\sum_xr(x)E_k^*(x)h_k(x-q)\Big]\delta m_q. \tag{5}
$$

For real $\delta m_q$ the derivative is four times the real part of the bracket. A number and its conjugate have the same real part, and $r$ and $w_k$ are real, so the bracket may be conjugated. This gives (1).

**Fourier form.** The inner sum in (1) is the adjoint convolution

$$
(h^\dagger v)(q)=\sum_xh^*(x-q)v(x),\qquad v=rE_k .
$$

It carries data from image points back to mask pixels. The argument of $h$ is still image point minus mask point, but the sum now runs over the image point. Insert $h^*(x-q)=N^{-2}\sum_nH^*(n)e^{-2\pi i n\cdot(x-q)/N}$:

$$
(h^\dagger v)(q)=\frac1{N^2}\sum_nH^*(n)\,e^{2\pi i n\cdot q/N}\sum_xv(x)e^{-2\pi i n\cdot x/N}
=\mathrm{FFT}^{-1}[H^*\hat v](q).
$$

The adjoint thus uses the same pair of transforms as the forward convolution, with $H$ replaced by $H^*$ and no extra power of $N$. Since FFT$^{-1}$ is linear, the sum over $k$ can be done before it, which gives (2).

**Complex masks.** Let $G$ be the right side of (2) without the real part. The bracket in (5), multiplied by 4, is $G_q^*$, so

$$
\delta F=\mathrm{Re}\sum_qG_q^*\,\delta m_q .
$$

Setting $\delta m_q$ real and then imaginary shows that $\partial F/\partial\,\mathrm{Re}\,m_q=\mathrm{Re}\,G_q$ and $\partial F/\partial\,\mathrm{Im}\,m_q=\mathrm{Im}\,G_q$. The direction of steepest descent is $-G$.

**Other pointwise errors.** If $F=\sum_x\Phi(I(x))$ with differentiable $\Phi$, then $\delta F=\sum_x\Phi'(I)\,\delta I$. The derivation is unchanged except that $2r$ is replaced by $\Phi'(I)$.

## 4. Two limits

**Perfect resolution.** With one kernel $h(x)=\delta_{x,0}$ and $w=1$, the image is $I=m^2$. Formula (1) reduces to $g_q=4(m_q^2-T_q)m_q$, which is the direct derivative of $(m_q^2-T_q)^2$. This is a quick check of the factor 4.

**Empty mask.** For $m=0$ all fields vanish, so $g=0$ for any target and any kernels. A descent started there does not move. To see what kind of point this is, take $m=td$ with a fixed pattern $d$ and let $I_2=\sum_kw_k|h_k\circledast d|^2$ be the image of $d$. Then

$$
F(t)=\sum_x(t^2I_2-T)^2=\sum_xT^2-2t^2\sum_xTI_2+t^4\sum_xI_2^2 .
$$

If $T\ge0$ and $I_2$ is nonzero somewhere on the target, $F$ falls for small $t$ of either sign. The empty mask is then a stationary point but no minimum, and the starting mask should carry some light.

## 5. Procedure and cost

1. Compute $\hat m$: one FFT.
2. Compute and store $E_k=\mathrm{FFT}^{-1}[H_k\hat m]$: $K$ FFTs.
3. Form $I$, $r$ and $F$ pointwise.
4. Compute $\mathrm{FFT}[rE_k]$, multiply by $w_kH_k^*$ and add into one array: $K$ FFTs.
5. Apply one inverse FFT, take the real part and multiply by 4.

The image needs $K+1$ transforms and the gradient $K+1$ more. Image and gradient together cost $2(K+1)$, twice the image alone, and this ratio depends on neither $N$ nor $K$. The one-time construction of the kernels is not counted.

The price is memory for $KN^2$ complex field values. The fields cannot be discarded one by one in step 2, because $r$ is known only after all of them have been summed. If memory is short, they can be recomputed from the stored $\hat m$ in step 4. This adds $K$ transforms, for a total of $3K+2$.

One-sided finite differences need one image for the starting mask and one for each changed pixel, hence $(N^2+1)(K+1)$ transforms. The transforms for the changed pixels can be avoided, since a change in one pixel adds a shifted copy of $h_k$ to $E_k$. Updating full images in this way still takes of order $KN^2$ operations per pixel, or $KN^4$ in all, against $KN^2\log N$ for (2).

## 6. The error along a line is a quartic

Move the mask along a fixed real direction, $m+td$, and now let $D_k=h_k\circledast d$. Equation (4) becomes

$$
I(t)=I+tI_1+t^2I_2,\qquad I_1=2\sum_kw_k\mathrm{Re}(E_k^*D_k),\quad I_2=\sum_kw_k|D_k|^2 .
$$

Squaring $r+tI_1+t^2I_2$ and summing over $x$ gives $F(t)=\sum_{j=0}^4c_jt^j$ with

$$
c_0=\sum r^2,\quad c_1=2\sum rI_1,\quad c_2=\sum(I_1^2+2rI_2),\quad c_3=2\sum I_1I_2,\quad c_4=\sum I_2^2 .
$$

By the definition of the gradient, $c_1=\sum_qg_qd_q$. For $d=-g$ this is $-\sum_qg_q^2$, which makes a useful assertion in code.

**A derivative test without truncation error.** Even powers cancel in the differences

$$
F(h)-F(-h)=2c_1h+2c_3h^3,\qquad F(2h)-F(-2h)=4c_1h+16c_3h^3 ,
$$

where $h$ is now a step length. Eight times the first minus the second equals $12c_1h$, so

$$
c_1=\frac{F(-2h)-8F(-h)+8F(h)-F(2h)}{12h} \tag{6}
$$

holds for any $h$. A large step such as $h=0.5$ can be used, which keeps rounding errors small. An incorrect factor or conjugate cannot then be excused as a finite-difference error.

**Exact line search.** The minimum along the line is found among the real roots of the cubic $F'(t)=0$. There may be three, and the one with the lowest $F$ is taken. If $I_2=0$ everywhere, all weighted $D_k$ vanish, so $I_1=0$ as well and $F$ is constant along the line. The search costs $K+1$ transforms for the $D_k$. The fields of the new mask are then $E_k+tD_k$ and need no further transforms.

## 7. Truncation and invisible mask changes

**Intensity bound.** The vectors $H_k$ are orthonormal, and $E_k(x)=\sum_nH_k(n)v_n(x)$. Bessel's inequality gives $\sum_{k>K}|E_k(x)|^2\le\sum_n|v_n(x)|^2$. Here $|v_n|=|M_n|$, and by Parseval's theorem the sum of $|M_n|^2$ over all harmonics is the mean of $|m|^2$. Since no omitted weight exceeds $w_{K+1}$,

$$
0\le I(x)-I_K(x)=\sum_{k>K}w_k|E_k(x)|^2\le w_{K+1}\langle|m|^2\rangle . \tag{7}
$$

The truncated image is nowhere too bright. The bound concerns the intensity; the error of the gradient has to be assessed separately.

**Blind directions.** A harmonic $n$ passes the pupil for source point $s$ only if $|\lambda n/(\mathrm{NA}\,L)+s|\le1$, which requires $\lambda|n|/(\mathrm{NA}\,L)\le1+|s|$. If no source point lies beyond radius $\sigma_{\rm out}$, harmonics with pitch below

$$
p_{\min}=\frac{\lambda}{\mathrm{NA}\,(1+\sigma_{\rm out})}
$$

change neither the image nor $F$. Each $H_k$ with $w_k>0$ vanishes there, so by (2) the gradient has no such component either. Taking the real part does not alter this, because the limit is symmetric under $n\to-n$.

Two consequences follow. The mask that gives a certain image is not unique, since invisible harmonics can be added to it. And the pixel values of an unconstrained gradient step contain no harmonic with pitch below $p_{\min}$, however small the pixels are. The edges between uniform pixels do add finer harmonics to the physical mask, but these do not reach the image. Clipping or rounding the transmissions afterwards is a nonlinear operation to which this statement does not apply.

## 8. Worked example

The parameters are round model values: $\lambda=193$ nm, NA $=0.85$, and an annular source between radii 0.5 and 0.8 with 128 equally weighted points. For $\rho\le1$ the pupil is $P=e^{2\pi iW}$ with

$$
W=\frac{z}{\lambda}\left(\sqrt{1-\mathrm{NA}^2\rho^2}-1\right)+c\,(3\rho^2-2)\rho_x,
$$

and $P=0$ outside. The defocus is $z=100$ nm and the coma coefficient $c=0.05$ waves. The grid has $64\times64$ pixels of 20 nm, so $L=1280$ nm. An L-shaped feature and a bar serve both as target and as starting mask, with values 0 and 1.

**Kernels.** The full set has 128 kernels, as many as there are source points, so the decomposition saves work only through truncation. The points lie on a square grid of spacing 0.1, and the digits quoted below belong to this discrete source. Halving the spacing (496 points) moves the largest weight from 39.6 to 40.2 and the starting error from 192.1 to 189.8, shifts of 1 to 1.5 %. The weights begin 39.6, 14.9, 14.8, 5.1 and add up to 97.4. This sum can be estimated. It equals $\sum_{sn}|A_{sn}|^2$, which without the factors $B_n^2\le1$ is the mean number of harmonics inside the shifted pupil. The pupil radius is $0.85\times1280/193=5.64$ harmonics and its area $\pi\times5.64^2\approx100$.

**Gradient.** The starting error is $F=192.13$, a root-mean-square residual of $\sqrt{192.13/4096}=0.217$. Four pixels, given as (row, column), show how the gradient behaves:

| Pixel | $r$ | $g$ |
|---|---|---|
| outer corner of L (49, 12) | $-0.834$ | $-0.297$ |
| inner corner of L (41, 20) | $+0.426$ | $-0.552$ |
| end of bar (14, 36) | $-0.734$ | $-0.630$ |
| middle of gap (24, 26) | $+0.066$ | $-0.120$ |

The first and third pixels belong to the target features and are too dark: their intensities are $1-0.834=0.166$ and $1-0.734=0.266$. A negative gradient asks for more transmission, as expected. The other two lie outside the features and are too bright, yet their gradients are negative too. There is no contradiction. By (1), $g_q$ collects $rE_k$ from all image points that the pixel reaches through the kernels, and the local residual does not fix its sign. Lowering either of these two pixels slightly, with all others fixed, as its own residual suggests, would raise $F$. This does not make the residual a poor direction for the mask as a whole. Here $\sum_q g_qr_q>0$, so $-r$ is also a descent direction, and an exact line search along it reaches $F=87.3$, below the 98.5 of the gradient step at the end of this section. The gradient gives the steepest initial slope, not the best finite step. Descent along $-g$ is guaranteed whenever $g\neq0$, whereas along $-r$ it has to be checked.

The reference for the derivatives was the source sum (3), evaluated without FFTs and with the pixel integrals done by quadrature. Formula (6) was applied to it at 30 pixels. The largest deviation from (2) was $7\times10^{-14}$ of the largest $|g|$, which is at the level of rounding. The complex-mask formula passed the same kind of test along a random complex direction.

**The conjugate.** With $H_k$ in place of $H_k^*$ in (2), the gradient is wrong by 59 % of its norm for the kernels used here. The figure is not a property of the optics: each singular vector has an arbitrary phase, which cancels in (2) but not in the incorrect formula. Without aberrations the error can stay hidden. Then $P$ and hence $A$ are real, the $H_k$ can be chosen real, and with that choice the conjugate has no effect. An implementation should therefore be tested with an aberrated pupil.

**Truncation.** The table gives the largest intensity loss, the bound (7), and the norm of the gradient error relative to the norm of the full gradient.

| $K$ | loss | bound | gradient error |
|---|---|---|---|
| 5 | 0.030 | 0.34 | 2.8 % |
| 10 | 0.0084 | 0.095 | 1.3 % |
| 24 | 0.0028 | 0.026 | 0.37 % |
| 48 | 0.0012 | 0.0093 | 0.19 % |

The gradient errors refer to the starting mask, where the gradient is large. After the descent step described below they are 34 %, 13 %, 4.2 % and 2.2 %, so a $K$ that suffices at the start need not suffice later. The bound holds and exceeds the actual loss by a factor of about 8 to 11 for this source grid; with 496 source points the factor at $K=48$ drops to 4.5. It is safe for choosing $K$ when the intensity loss must stay below a given limit, but it is not an estimate of the loss and does not limit the gradient error.

**Cost.** For $K=24$ the image takes $24+1=25$ transforms, and image and gradient together take 50. The measured run-time ratio was 2.07; this figure depends on the machine, while the count does not. One-sided differences would need $4097\times25=102\,425$ transforms, about 2050 times as many. The stored fields comprise $24\times4096=98\,304$ complex numbers.

**Blind directions.** The cut-off pitch is $193/(0.85\times1.8)=126$ nm. A mask ripple of amplitude 0.1 and pitch 142 nm changes the image by up to 0.014. At a pitch of 116 nm the change is below $10^{-15}$, which is rounding.

**One descent step.** Along $-g$ the quartic has its lowest value at $t=0.339$ and predicts $F=98.54$. The source sum, evaluated for the new mask, gives the same value. The error has fallen by 49 %, and the root-mean-square residual from 0.217 to $\sqrt{98.54/4096}=0.155$.

The new transmissions run from $-0.0075$ to $1.41$. The upper value is $1+0.339\times1.198$, where 1.198 is the largest $|g|$, so the strongest gradient sits on an open pixel and asks for more light than an open mask transmits. The step is thus a valid descent for the unconstrained problem, but its result is not a manufacturable mask. With bounds on the transmission, (2) still supplies the gradient, while the step has to respect the bounds and the gain of 49 % no longer applies.

## 9. Conditions of validity

The derivation uses three properties: the fields are linear in the pixel values, the kernels do not depend on the mask, and the target is fixed. If mask topography makes the kernels depend on the pattern, (4) lacks the variation of $h_k$ and the gradient is incomplete. If $T$ depends on the mask, $\delta r$ also contains $-\delta T$, and in general (2) then lacks a term. A target that is merely changed between iterations does no harm, since (2) is the gradient for its current value. If the source or pupil is changed between iterations, the singular value decomposition of Section 2 must be repeated, and that cost is outside the factor of two. With one kernel per source point, a change of the source weights $J_s$ alone only changes the $w_k$.

The results quoted in Section 8 are taken from the numerical output below or follow from it and the stated parameters by simple arithmetic, except the figures for the step along $-r$, for the finer source grid and for the gradient errors after the descent step, which are not listed there.

## Table of computed values

```
wavelength = 193 nm, NA = 0.85
annular source radii = 0.5 to 0.8 (pupil units)
defocus = 100 nm, coma coefficient = 0.05 waves
grid = 64 x 64 pixels, pixel = 20 nm, period = 1280 nm
source points = 128, kernels in full set = 128
largest kernel weights w1..w4 = [39.612 14.936 14.822  5.134]
sum of kernel weights = 97.407
mean squared transmission = 0.14844
largest image gap, kernels vs Abbe sum = 1.9e-15
starting error F = 192.1298 (dimensionless)
largest |gradient| = 1.19808 per unit transmission
pixel (row, column): residual, gradient adjoint, gradient differences
  outer corner of L (49, 12): -0.83399, -0.29659028, -0.29659028
  inner corner of L (41, 20): +0.42569, -0.55190930, -0.55190930
  end of bar (14, 36): -0.73376, -0.62984149, -0.62984149
  middle of gap (24, 26): +0.06642, -0.12027269, -0.12027269
pixels tested = 30, largest gap / largest |g| = 7.3e-14
relative gradient error if conjugate is missing = 0.5920
complex mask slope: adjoint 2.02985108, differences 2.02985108
K: largest intensity loss, its bound, relative gradient error
  5: 3.018e-02, 3.432e-01, 2.771e-02
  10: 8.405e-03, 9.507e-02, 1.268e-02
  24: 2.756e-03, 2.622e-02, 3.707e-03
  48: 1.186e-03, 9.299e-03, 1.868e-03
cut-off mask pitch = 126.1 nm
ripple 0.1, pitch 142.2 nm: largest image change = 1.4e-02
ripple 0.1, pitch 116.4 nm: largest image change = 7.8e-16
best step along -g = 0.33877
error after step: quartic 98.536282, Abbe sum 98.536282
error reduction = 48.71 %
transmission after step = -0.0075 to 1.4059
FFTs with K = 24: image 25, image + gradient 50
FFTs for one-sided differences = 102425
FFT ratio, differences / adjoint road = 2048.5
measured time ratio, (image + gradient) / image = 2.07
stored field values for K = 24: 98304 complex numbers
```
